# Dynamical rocking curves by analytic layer steps, with the thin-layer limit

A 50 nm layer is given lattice planes spaced 1.000% wider than those of its substrate and is buried under a 20 nm cap. The computed X-ray rocking curve has a substrate peak and a layer peak. Bragg's law applied to their separation returns an expansion of 0.969%. The missing 0.031% comes almost entirely from interference, and the scheme below both produces it and explains it.

## Model and conventions

Atomic units are used in the algebra. A plane wave of frequency $\omega$ and wave number $k=\omega/c$ meets the surface at glancing angle $\theta$, its electric field perpendicular to the plane of incidence. The axis $z$ points into the crystal, the time factor is $e^{-i\omega t}$, and $q=k\sin\theta$. The reflecting planes are parallel to the surface, so the laterally averaged susceptibility suffices:

$$\chi(z)=\chi_0+\chi_h e^{-i\varphi(z)}+\chi_{\bar h}e^{i\varphi(z)},\qquad \varphi'=h=2\pi/d .$$

The plane spacing $d$ is constant within a layer, and $\varphi$ is continuous across coherent interfaces. Absorption means $\operatorname{Im}\chi_0>0$; the intensity absorption coefficient is $\mu=k\operatorname{Im}\chi_0$. Far above the absorption edges electrons respond as if free: a field $E$ displaces each by $E/\omega^2$, the polarisation is $-nE/\omega^2$, and $\operatorname{Re}\chi_0=-4\pi n/\omega^2$ for mean electron density $n$.

## From the wave equation to the amplitude ratio

With the lateral factor $e^{ikx\cos\theta}$ removed, the field obeys

$$E''+(q^2+k^2\chi)E=0 .$$

Write $E=De^{iqz}+Fe^{-iqz}$ and impose $D'e^{iqz}+F'e^{-iqz}=0$, which is allowed because two functions replace one. Then $E'=iq(De^{iqz}-Fe^{-iqz})$. Differentiating again and inserting the wave equation gives

$$iq(D'e^{iqz}-F'e^{-iqz})=-k^2\chi E .$$

The imposed condition turns the left side into $2iqD'e^{iqz}$. With $g=k^2/(2q)$,

$$D'=ig\chi\,(D+Fe^{-2iqz}),\qquad F'=-ig\chi\,(F+De^{2iqz}).$$

Nothing has been approximated yet. Near the Bragg condition $2q\approx h$, so the phase $\Phi=\varphi-2qz$ varies slowly. Insert $\chi$, keep the terms that are constant or contain $\Phi$, and drop those oscillating at about $h$ or $2h$:

$$D'=ig(\chi_0D+\chi_{\bar h}e^{i\Phi}F),\qquad F'=-ig(\chi_0F+\chi_he^{-i\Phi}D).$$

These are the Takagi-Taupin equations for this geometry. Define $X=(F/D)e^{i\Phi}$. Its derivative is

$$X'=i(h-2q)X+e^{i\Phi}\frac{F'}{D}-X\frac{D'}{D},$$

where $e^{i\Phi}F'/D=-ig(\chi_0X+\chi_h)$ and $D'/D=ig(\chi_0+\chi_{\bar h}X)$. Collecting powers of $X$,

$$X'=-i(aX^2+2\beta X+c),$$
$$a=g\chi_{\bar h},\quad c=g\chi_h,\quad \beta=q-\tfrac h2+g\chi_0 .$$

Here $\beta$ measures the departure from the Bragg condition, corrected for refraction. Continuity of $E$ and $E'$ makes $D$ and $F$ continuous; with continuous $\varphi$, so is $X$. Both waves carry flux proportional to $q$, hence $R=|X|^2$ at the surface.

## The step through one layer

Let $\zeta$ be height above the bottom of a layer, so $dX/d\zeta=i(aX^2+2\beta X+c)$. Set $Y=aX+\beta$ and $s^2=\beta^2-ac$. Completing the square gives

$$\frac{dY}{d\zeta}=i(Y^2-s^2).$$

Substitute $Y=-is\tan w$. The left side is $-is\,w'\sec^2w$ and the right side is $-is^2\sec^2w$, so $w'=s$. The addition formula for the tangent, with $\tan w_b=iY_b/s$ at the bottom and $T=\tan(st)$ for thickness $t$, gives

$$Y_{top}=\frac{s(Y_b-isT)}{s-iY_bT}.$$

Now $X=(Y-\beta)/a$. The numerator of $Y_{top}-\beta$ is $s(Y_b-\beta)+iT(\beta Y_b-s^2)$. Since $Y_b-\beta=aX_b$ and $\beta Y_b-s^2=a(\beta X_b+c)$, the factor $a$ cancels:

$$X_{top}=\frac{sX_b+i(c+\beta X_b)T}{s-i(\beta+aX_b)T}.$$

Changing the sign of $s$ changes nothing, so a layer needs no branch choice.

The substrate does. Its ratio is a fixed point $X_*=(-\beta+s)/a$. A small departure obeys $d\epsilon/d\zeta=2i(aX_*+\beta)\epsilon=2is\,\epsilon$ and dies out on the way up if $\operatorname{Im}s>0$. Multiplying numerator and denominator by $\beta+s$ gives

$$X_{sub}=-\frac{c}{\beta+s},\qquad \operatorname{Im}s>0 .$$

Far from the peak $s\approx\beta$, and $X_{sub}\approx-c/(2\beta)$.

## Pseudocode, cost and stability

For large absorption or thickness, evaluate the tangent through $p=e^{2ist}$ with $\operatorname{Im}s\ge0$, which cannot overflow. Since $T=-i(p-1)/(p+1)$, multiplying the layer formula by $p+1$ also removes the poles of the tangent.

```
for each angle:
    q = k sin(theta);  g = k^2/(2q)
    beta, a, c from substrate
    s = sqrt(beta^2 - a c), Im s > 0
    X = -c/(beta + s)        # 0 if isolated
    for each layer, bottom to top:
        beta, a, c from layer
        s = sqrt(beta^2 - a c), Im s >= 0
        u = c + beta X;  v = beta + a X
        if |s t| is tiny:
            X = (X + i u t)/(1 - i v t)
        else:
            m = expm1(2 i s t)        # p - 1
            X = (s X (m+2) + u m)/(s (m+2) - v m)
    R = |X|^2
```

The cost is one square root, one exponential and one division per layer and angle, whatever the thickness. The small-$st$ branch uses $\tan(st)/s\to t$, with relative error about $|st|^2/3$.

Three failures need guarding against:

- Without absorption, $s$ is real outside the total-reflection range and no fixed point attracts. A small positive $\operatorname{Im}\chi_0$ selects the right one.
- If an interface displaces the lattice, $\varphi$ jumps by $\Delta\varphi=\varphi_{above}-\varphi_{below}$, and $X$ must be multiplied by $e^{i\Delta\varphi}$ there.
- An angular grid coarser than the substrate peak can miss it.

## The isolated thin layer

Set $X_b=0$, and first take real $a=c$ and real $\beta$. For real $s$,

$$R=\frac{a^2\sin^2st}{s^2\cos^2st+\beta^2\sin^2st}=\frac{u}{1+u},\qquad u=\frac{a^2\sin^2st}{s^2},$$

because $\beta^2=s^2+a^2$. For imaginary $s$ the same result follows with hyperbolic functions.

Let $P=a^2t^2$, $x=(\beta t)^2$ and $f(x)=(\sin\sqrt x/\sqrt x)^2$. Then $u=Pf(x-P)$, and expansion in $P$ gives

$$R=Pf(x)-P^2\,[f'(x)+f(x)^2]+O(P^3).$$

The first term is the kinematical profile $P\,\mathrm{sinc}^2(\beta t)$, with $\mathrm{sinc}\,x=\sin x/x$. At the peak $f=1$ and $f'=-1/3$, so the deviation is $-2P^2/3$. Scanning $|\beta t|\le40$ with $P=4\times10^{-4}$ and $10^{-4}$ gives a largest deviation of $0.667P^2$, so in that range the peak is the worst place. The agreement is relative to the peak height; near a zero of the sinc the relative error is unbounded.

Absorption adds a second condition. At $\operatorname{Re}\beta=0$ write $\beta=iy$, where $y=g\operatorname{Im}\chi_0=\mu/(2\sin\theta)$. With $\tau=\tan(st)/s\approx t[1-(y^2+a^2)t^2/3]$, the layer formula becomes $X=ia\tau/(1+y\tau)$. If the phase of $a^2$ is small, then to leading order

$$R\approx P\left(1-\frac{\mu t}{\sin\theta}-\frac{2P}{3}\right),\qquad P=|a|^2t^2 .$$

Absorption enters linearly in $t$, extinction quadratically. "Very thin" therefore means both $P\ll1$ and $\mu t/\sin\theta\ll1$.

## Worked example

The parameters are round numbers. At 8000 eV, $k=40.54$ nm$^{-1}$. The substrate has $d=0.1360$ nm, 700 electrons per nm$^3$ and attenuation length $1/\mu=70\,000$ nm; the layer has $d=0.13736$ nm, 820 electrons per nm$^3$ and $60\,000$ nm. The ratio $\operatorname{Re}\chi_h/\operatorname{Re}\chi_0$ is 0.50 in the substrate and 0.55 in the layer; for the imaginary parts it is 0.95 in both. Also $\chi_{\bar h}=\chi_h$, so $a=c$. The layer has 364 planes (50.0 nm), and the cap, of substrate material, has 147 (20.0 nm).

For the layer alone, $|a|=3.49\times10^{-4}$ nm$^{-1}$, so $P=(3.49\times10^{-4}\times50.0)^2=3.05\times10^{-4}$. The absorption term is $50.0/(60\,000\times0.564)=1.48\times10^{-3}$ and the extinction term $2P/3=2.0\times10^{-4}$. Their sum, 0.17%, is the shortfall given by the layer formula. Other thicknesses, at $\operatorname{Re}\beta=0$:

| $t$ (nm) | $R$ | $P$ |
|---|---|---|
| 5 | $3.05\times10^{-6}$ | $3.05\times10^{-6}$ |
| 500 | 0.0295 | 0.0305 |
| 2000 | 0.347 | 0.488 |
| 5000 | 0.819 | 3.05 |

The shortfall reaches 1% at 215 nm. At 5000 nm the kinematical value exceeds one, which is impossible. The lossless formula at $\beta=0$ gives $R=\tanh^2(|a|t)=0.89$ there, and absorption lowers it to 0.82.

Zeros of the sinc are $\pi$ apart in $\beta t$, so the fringe spacing is $\pi/(kt\cos\theta)=387$ arcsec. The minima beside the isolated layer's main peak give the same value.

In the full stack, sampled every 0.1 arcsec, the substrate peak lies 1.8 arcsec above the uncorrected Bragg angle and reaches $R=0.966$. On a finer grid the maximum is near 1.75 arcsec with $R=0.967$, and the apparent expansion stays at 0.969%. Total reflection without loss requires $|\beta|<|a|$, a range 3.3 arcsec wide centred at $|\chi_0|/\sin2\theta=3.3$ arcsec. The maximum sits just inside the low-angle edge. At the lossless edge itself $\beta=-|a|$ and $X=-1$. At the maximum the substrate has $X\approx-0.94-0.31i$, so the standing wave inside it has its nodes about 0.05 of a plane spacing from the density maxima, where absorption is strongest.

## Why the layer peak is displaced

At the layer peak every $|X|$ is below 0.02, so $aX^2$ may be dropped. The linear equation gives

$$X_{top}=e^{2i\beta t}X_b+\frac{c}{2\beta}(e^{2i\beta t}-1).$$

Let $\delta=\beta t$ in the layer, $\psi=2\beta_ct_c$ in the cap, and $r=a_c/(2\beta_c)$. Ignore absorption. The substrate contributes $-r$ and the cap $r(e^{i\psi}-1)$. Applying the linear step twice and removing the common phase $e^{i(\delta+\psi)}$, the surface amplitude is

$$-iA\,\mathrm{sinc}\,\delta-re^{i\delta}+re^{-i\delta}(1-e^{-i\psi}),\qquad A=|a|t,$$

where the first term uses $a<0$. The terms in $r$ combine to $-2ir\sin\delta-re^{-i(\delta+\psi)}$. To first order in $r$,

$$R\approx A^2\mathrm{sinc}^2\delta+2Ar\,\mathrm{sinc}\,\delta\,[2\sin\delta-\sin(\delta+\psi)].$$

Changing the angle shifts $\beta$ almost equally in cap and layer, so $d\psi/d\delta=2t_c/t=0.80$. For small $\delta$ the slope of $\mathrm{sinc}^2\delta$ is $-2\delta/3$. Setting the derivative of $R$ to zero, with $\mathrm{sinc}\,\delta$, $\cos\delta$ and $r$ held at their leading values in the second term, gives

$$\delta=\frac{3r}{A}\,[2-1.80\cos(\delta+\psi)].$$

At the computed peak $\beta_c=-0.222$ nm$^{-1}$ and $a_c=-2.71\times10^{-4}$ nm$^{-1}$, so $r=6.1\times10^{-4}$ and $\psi=-8.88$. With $A=0.01745$ and $\delta=0.33$ on the right, the cosine is $-0.64$ and the formula returns $\delta=0.105\times3.15=0.33$. The full recursion has $\beta=6.60\times10^{-3}$ nm$^{-1}$ there, hence also $\delta=0.33$; the dropped terms do not warrant agreement closer than several percent.

Relative to $h/2=22.87$ nm$^{-1}$, this $\beta$ is 0.029%. Refraction in the layer, less the small offset of the substrate peak, supplies the rest, about 0.0015%. Without a cap, $t_c=\psi=0$ and the bracket is about 1, so the shift falls to roughly a third. Since $A\propto t$ and the interference part of the apparent strain error is proportional to $\delta/t$, that part falls as $1/t^2$ for an uncapped layer at fixed expansion, provided $P\ll1$ and $\delta\ll1$; the small refraction part does not depend on $t$. The second condition fails for layers of about 10 nm, where $3r/A$ is no longer small and the substrate tail can swallow the layer peak. Fitting the whole curve with the recursion avoids this bias if the assumed sequence of layers and their scattering strengths are right. Reading peak positions generally does not, although the bias changes with cap thickness and can vanish by accident.

## Accuracy and the real case

To size the dropped oscillating terms, the original wave equation was solved with 200 uniform slices per lattice period and matrix powers for the repeated periods. Over offsets from $-2600$ to 600 arcsec, the surface amplitude differed from the recursion by at most $2.3\times10^{-4}$ in absolute value, slicing error included. Most of this is slicing error: with the lattice period integrated to convergence the difference is about $7\times10^{-5}$. Over the upper half of the layer peak, $R$ differed by at most 0.15%.

The parameters lie in the rough regime of the 004 reflection from silicon-germanium on silicon, with a germanium fraction somewhat above a tenth. They are not fitted to a sample, and since the K edge of germanium lies above 8000 eV, the free-electron value of $\operatorname{Re}\chi_0$ is only approximate for the layer. One assumption at risk is full strain, since such a layer may be only metastable. Zero normal stress makes the expansion equal to the in-plane misfit times $1+2C_{12}/C_{11}$. With a rough elastic ratio $2C_{12}/C_{11}=0.77$, the misfit is 0.565%. Relaxing a tenth of it lowers the expansion by 0.044% and moves the layer's Bragg angle 61 arcsec towards that of the substrate. The interference shift changes too, so the motion of the layer peak in the capped stack depends on the cap: about 56 arcsec if the cap keeps the substrate's plane spacing, and about 61 arcsec if it stays coherent with the relaxed layer and its plane spacing shrinks by 0.044%, as in a real stack. The bias of 0.031%, read naively at known misfit, would thus pass for about 7% relaxation.

Three further omissions mainly change heights. A source energy spread of 0.5 eV smears angles by $\tan\theta\,\Delta E/E=8.9$ arcsec. Gaussian convolution of that full width at half maximum lowers $R$ at the original angle of the substrate peak from 0.966 to 0.35 and leaves the layer peak almost unchanged. It also moves the substrate maximum to about 3.3 arcsec, which raises the apparent expansion by about 0.001%. Thermal displacements of 0.0075 nm rms along the normal multiply the thin-layer $R$ by $e^{-h^2u^2}=0.89$, unless $\chi_h$ already includes them. For the other polarisation the projection of one field direction on the other multiplies it by $\cos^22\theta=0.13$.
